# Fractional Parentage as a Reduced Creation Element, with Racah's Reciprocity, part 1

(Sections cited here and not found follow in the second part.)

## 1. The parentage coefficient as a reduced matrix element

The three sextet terms $^6P$, $^6F$ and $^6H$ of the configuration $f^9$ all contain the term $^7F$ of $f^8$ with the same weight, 0.259. In $f^6$ the roles are reversed: there $^7F$ is built on the sextets $^6P$, $^6F$ and $^6H$ of $f^5$, and the weights are unequal, 0.143, 0.333 and 0.524. The two sets of numbers carry the same information. To see this, one needs the relation between a parentage coefficient and a creation operator, and then the effect of exchanging electrons and holes.

### States and conventions

Consider one open shell of orbital angular momentum $l$. Its $4l+2$ spin-orbitals are $\phi_\nu$ with $\nu=(m,\sigma)$ and $\sigma=\pm\tfrac12$. All functions below belong to a single configuration $l^N$ in $LS$ coupling. The radial function is common to all electrons and plays no part in the algebra, and every coefficient is dimensionless.

Let $\psi=(\alpha LS)$ label the orthonormal terms of $l^N$, and $\bar\psi=(\bar\alpha\bar L\bar S)$ those of $l^{N-1}$. The label $\alpha$ separates repeated terms. The components $M_L,M_S$ of each term are connected by the ladder operators with positive square roots, so one overall sign per term remains free. For repeated terms the choice of orthonormal combinations is free as well, and the coefficients depend on it. Expansion coefficients in determinants are real. I write
$$D=(2L+1)(2S+1),\qquad \bar D=(2\bar L+1)(2\bar S+1).$$

An antisymmetric function of $N$ electrons is also antisymmetric in the first $N-1$ of them. It can therefore be expanded in products $\bar\psi(1\ldots N-1)\,\phi_\nu(N)$. Coupling these products to total $L$ and $S$ gives another orthonormal basis of the same space, and only products with the quantum numbers of $\psi$ can appear:
$$\psi(1\ldots N)=\sum_{\bar\psi}c(\psi,\bar\psi)\,\big[\bar\psi(1\ldots N-1)\times\phi(N)\big]^{LS}. \tag{1}$$
This defines the parentage coefficient $c(\psi,\bar\psi)$. It does not depend on $M_L,M_S$, because a ladder operator multiplies both sides by the same factor. A single term on the right is in general not antisymmetric under exchange of electron $N$ with another; the whole sum is. The coupling order is parent first, electron second, with Clebsch-Gordan coefficients in the Condon-Shortley phase.

The normalization of $\psi$ and the orthonormality of the coupled products give
$$\sum_{\bar\psi}c(\psi,\bar\psi)^2=1. \tag{2}$$

### The creation operator as a tensor

The operator $a^\dagger_\nu$ puts its orbital first in a determinant:
$$a^\dagger_\nu|\nu_2\ldots\nu_N\rangle=|\nu\,\nu_2\ldots\nu_N\rangle .$$
A one-electron operator such as the total orbital angular momentum is $\mathbf L=\sum_{\nu'\mu}\langle\nu'|\mathbf l|\mu\rangle a^\dagger_{\nu'}a_\mu$. Since $[a^\dagger_{\nu'}a_\mu,a^\dagger_\nu]=a^\dagger_{\nu'}\delta_{\mu\nu}$,
$$[\mathbf L,a^\dagger_\nu]=\sum_{\nu'}a^\dagger_{\nu'}\langle\nu'|\mathbf l|\nu\rangle, \tag{3}$$
and the same holds for spin. The operators $a^\dagger_{m\sigma}$ thus transform among themselves as the orbitals do. They are the components of a double tensor of rank $l$ in orbit and $\tfrac12$ in spin.

The Wigner-Eckart theorem then applies in both spaces. For states with components $M_L,M_S$ and $\bar M_L,\bar M_S$, the reduced element is defined by
$$\langle\psi|a^\dagger_{m\sigma}|\bar\psi\rangle=(-1)^{L-M_L+S-M_S}\begin{pmatrix}L&l&\bar L\\-M_L&m&\bar M_L\end{pmatrix}\begin{pmatrix}S&\frac12&\bar S\\-M_S&\sigma&\bar M_S\end{pmatrix}\langle\psi\|a^\dagger\|\bar\psi\rangle. \tag{4}$$

### From the operator to an overlap

A determinant is $(N!)^{-1/2}\det[\phi_{\nu_i}(j)]$, with the orbital as row and the electron as column. Expand it along its first row, which holds the orbital $\nu$. The minor that omits electron $j$ is $\sqrt{(N-1)!}$ times a normalized determinant of the others, and $\sqrt{(N-1)!/N!}=N^{-1/2}$. By linearity, for any antisymmetric $\bar\psi$,
$$(a^\dagger_\nu\bar\psi)(1\ldots N)=\frac1{\sqrt N}\sum_{j=1}^N(-1)^{j-1}\phi_\nu(j)\,\bar\psi(1\ldots\hat j\ldots N), \tag{5}$$
where $\hat j$ means that electron $j$ is absent.

Take the overlap with $\psi$. In term $j$, move argument $j$ of $\psi$ to the last place. It passes $N-j$ others, which costs $(-1)^{N-j}$. After renaming the integration variables, every term contains the same integral, with sign $(-1)^{j-1}(-1)^{N-j}=(-1)^{N-1}$. There are $N$ terms, so
$$\langle\psi|a^\dagger_\nu|\bar\psi\rangle=(-1)^{N-1}\sqrt N\,\langle\psi|\bar\psi(1\ldots N-1)\,\phi_\nu(N)\rangle. \tag{6}$$
The root $\sqrt N$ reflects that any of the $N$ equivalent electrons can be the added one. The sign arises because the operator adds an orbital in front, while (1) singles out the last electron.

The product in (6) can be expanded in coupled functions. Its component along $[\bar\psi\times\phi]^{LS}$ is a product of two Clebsch-Gordan coefficients, and by (1) the overlap of $\psi$ with that coupled function is $c(\psi,\bar\psi)$. Hence
$$\langle\psi|a^\dagger_{m\sigma}|\bar\psi\rangle=(-1)^{N-1}\sqrt N\,c(\psi,\bar\psi)\,(\bar L\bar M_L\,l m|LM_L)(\bar S\bar M_S\,\tfrac12\sigma|SM_S). \tag{7}$$

### The remaining signs

In orbit, the Clebsch-Gordan coefficient is
$$(\bar L\bar M_L\,lm|LM_L)=(-1)^{\bar L-l+M_L}\sqrt{2L+1}\begin{pmatrix}\bar L&l&L\\\bar M_L&m&-M_L\end{pmatrix}.$$
Exchanging columns one and three produces the symbol in (4) and a factor $(-1)^{\bar L+l+L}$. The total exponent is $2\bar L+L+M_L$. Here $2\bar L$ and $2M_L$ are even, so the sign equals $(-1)^{L-M_L}$, which is the phase in (4). No extra sign is left.

In spin the same two steps give the exponent $2\bar S+S+M_S$. Compared with $S-M_S$, the excess is $2\bar S+2M_S$. The number $2\bar S$ has the parity of $N-1$ and $2M_S$ has the parity of $N$, so their sum is odd. Spin contributes $-1$.

Comparison of (7) with (4) gives $(-1)^{N-1}\cdot(-1)=(-1)^N$ and therefore
$$\boxed{\;\langle\psi\|a^\dagger\|\bar\psi\rangle=(-1)^N\sqrt{N(2L+1)(2S+1)}\;c(\psi,\bar\psi)\;} \tag{8}$$
So the parentage coefficient is the reduced element divided by $\sqrt{ND}$, up to a phase that depends on $N$ alone.

The case $N=1$ can be checked at once. Here $\bar\psi$ is the vacuum, $c=1$, and each element $\langle\phi_\nu|a^\dagger_\nu|0\rangle$ is 1. With
$$\begin{pmatrix}j&j&0\\-m&m&0\end{pmatrix}=\frac{(-1)^{j+m}}{\sqrt{2j+1}},$$
the right side of (4) has the sign $(-1)^{2l}(-1)^{1}=-1$. The reduced element is then $-\sqrt{2(2l+1)}$, as (8) requires.

The phase changes with the conventions. If the creation operator places its orbital last, each element is multiplied by $(-1)^{N-1}$, and the factor $(-1)^N$ in (8) becomes $-1$ for every $N$. If the electron is coupled before the parent in (1), $c$ acquires $(-1)^{\bar L+l-L+\bar S+1/2-S}$, the symmetry sign of the two Clebsch-Gordan coefficients. The magnitude is the same in each case.

### Extraction from a computed matrix

A program that holds determinants as bit strings gives the left side of (4) directly. One element suffices if its 3j symbols do not vanish. Using all elements is safer. The squares of a 3j symbol, summed over all three projections, add to one if the triangle condition holds. Multiplying (4) by its own angular factor and summing therefore gives
$$\langle\psi\|a^\dagger\|\bar\psi\rangle=\sum(-1)^{L-M_L+S-M_S}\begin{pmatrix}L&l&\bar L\\-M_L&m&\bar M_L\end{pmatrix}\begin{pmatrix}S&\frac12&\bar S\\-M_S&\sigma&\bar M_S\end{pmatrix}\langle\psi|a^\dagger_{m\sigma}|\bar\psi\rangle, \tag{9}$$
with the sum over all components. The sum of squared elements must equal the square of this result. If it does not, the elements do not have the form (4). Possible causes are a top state that is not a pure term, components that are not correctly linked by ladder operators, and wrong signs in the computed operators.

### Weights as removal strengths

Fix one component of $\psi$, square (7), and sum over $\nu$ and over the components of $\bar\psi$. The squared Clebsch-Gordan coefficients add to one in each space, so
$$\sum_{\nu,\bar M_L,\bar M_S}|\langle\bar\psi|a_\nu|\psi\rangle|^2=N\,c(\psi,\bar\psi)^2. \tag{10}$$
Removing an electron from $\psi$, with all orbitals of the shell counted equally, leaves the term $\bar\psi$ with total strength $Nc^2$. By (2) these strengths add to $N$. They describe the angular structure of one configuration. Measured removal intensities also depend on radial integrals, on relaxation of the orbitals, on configuration mixing and on spin-orbit coupling, none of which enters here.

### The $^7F$ term of $f^6$

Consider the single configuration $f^6$ in pure $LS$ coupling. For its term $^7F$ we have $N=6$ and $L=S=3$, so $\sqrt{ND}=\sqrt{6\cdot7\cdot7}=17.1464$. In the top component all six spins are up and the occupied orbitals, in order, are
$$|^7F\rangle=|3,2,1,0,-1,-2\rangle .$$
The needed parts of the top components of the parents are
$$|^6H\rangle=|3,2,1,0,-1\rangle,\qquad |^6F\rangle=0.577350\,|3,2,1,-1,-2\rangle+\ldots,$$
$$|^6P\rangle=0.462910\,|3,1,0,-1,-2\rangle+\ldots$$
The omitted determinants contain $m=-3$ and cannot lead to the child by adding one electron.

For $^6H$, add $m=-2$. The new orbital starts in front and passes five others to reach its place, so the element is $(-1)^5=-1$. The orbital coefficient is $(5\,5\;3\,{-2}|3\,3)=0.564076$ and the spin coefficient is 1. Equation (7), with $(-1)^{N-1}=-1$, gives
$$c(^7F,{}^6H)=\frac{-1}{-\sqrt6\times0.564076}=0.723747 .$$
The reduced element is $17.1464\times0.723747=12.4097$, positive because $N$ is even.

For $^6F$, add $m=0$, which passes three orbitals; the element is $-0.577350$. The coefficient $(3\,3\;3\,0|3\,3)$ follows from requiring that $L_+$ annihilate the coupled top state. The amplitudes of $(\bar M_L,m)=(3,0),(2,1),(1,2),(0,3)$ must be in the ratio $1:-\sqrt2:\sqrt2:-1$, so the first is $1/\sqrt6$. Then $c=0.577350/(\sqrt6/\sqrt6)=0.577350$.

For $^6P$, add $m=2$, which passes one orbital; the element is $-0.462910$. The same argument for $(1,2),(0,3)$ gives the ratio $1:-\sqrt3$ and the coefficient $\tfrac12$. Then $c=0.462910/(\sqrt6/2)=0.377964$.

The squares are 0.142857, 0.333333 and 0.523810, and they add to one. The strengths $Nc^2$ are 0.857, 2.000 and 3.143 electrons.

These weights have a simple origin. The seven components of $^7F$ with all spins up correspond to one empty orbital. Removing an electron leaves two empty orbitals, and each of the 21 such determinants is reached in two ways, according to which orbital was emptied first. Average (10) over the seven components, and let $P_{\bar L}$ project on the parent term within the 21 determinants:
$$6c^2=\frac17\cdot2\,\mathrm{Tr}\,P_{\bar L}=\frac{2(2\bar L+1)}7,\qquad c^2=\frac{2\bar L+1}{21}. \tag{11}$$
The 21 determinants contain $\bar L=1,3,5$ once each, with dimensions $3+7+11$. The weight of a parent is its share of the available two-hole states.

## 2. Particle-hole reciprocity

The second half uses the following results. The shell $l$ has orbitals $\nu=(m,\sigma)$, and $-\nu$ means $(-m,-\sigma)$. A child term $\psi$ of $l^N$ has $L,S$ and $D=(2L+1)(2S+1)$; a parent $\bar\psi$ of $l^{N-1}$ has $\bar L,\bar S$ and $\bar D$. The coefficient $c(\psi,\bar\psi)$ multiplies the product of parent and last electron, coupled in that order. All matrix elements are real, the reduced element is defined by (4), and
$$\langle\psi\|a^\dagger\|\bar\psi\rangle=(-1)^N\sqrt{ND}\;c(\psi,\bar\psi). \tag{8}$$

### An annihilation operator that transforms like a creation operator

Removing an electron with projection $m$ changes $M_L$ by $-m$. To obtain a tensor with the same components as $a^\dagger$, define
$$\tilde a_\nu=s_\nu a_{-\nu},\qquad s_\nu=(-1)^{l-m+\frac12-\sigma}. \tag{12}$$
The exponent of $s_{-\nu}$ differs from that of $s_\nu$ by $2m+2\sigma$, which is odd, so
$$s_{-\nu}=-s_\nu. \tag{13}$$

The tensor property follows from the adjoint of (3). With the spin label suppressed, $[L_-,a^\dagger_m]=\sqrt{l(l+1)-m(m-1)}\,a^\dagger_{m-1}$. Its adjoint is
$$[L_+,a_m]=-\sqrt{l(l+1)-m(m-1)}\,a_{m-1}.$$
Replace $m$ by $-m$ and multiply by $s_\nu$. Raising $m$ by one reverses $s_\nu$, and this absorbs the minus sign:
$$[L_+,\tilde a_m]=\sqrt{l(l+1)-m(m+1)}\,\tilde a_{m+1}.$$
The commutators with $L_-$ and with the spin ladder operators follow in the same way. Those with $L_z$ and $S_z$ give $m$ and $\sigma$. Hence $\tilde a$ is a double tensor of ranks $l$ and $\tfrac12$ and obeys (3) with $a^\dagger$ replaced by $\tilde a$.

The parentage coefficient is now expressed as a reduced matrix element of the creation operator, the unequal weights in $f^6$ are explained, and $\tilde a_\nu$ is shown to be a tensor of the same kind as $a^\dagger_\nu$. What remains is to construct the operator that exchanges electrons and holes, derive the reciprocity relation with its phases, including those at half filling, and use it to explain the equal weights in $f^9$.
